# Spurious In-Plane Stress from Background Compensation of a Charged Monolayer

## Problem

A buckled antimony monolayer, considered as a transistor channel, carries $10^{14}$ added electrons per square centimetre. It is modelled in a cell repeated in all three directions, with height $L=2$ nm along the layer normal $z$. A uniform positive background fills the cell and makes it neutral. The background is a computational device and is absent from a real channel. What in-plane stress does it add when the charge per cell and the cell height are held fixed? Treat the layer first as a thin charged sheet, then include its buckling and its neutral atoms.

Stress here is force per length, positive in tension:

$$
N_{xx}=\frac{1}{A}\frac{\partial U}{\partial\varepsilon_{xx}},
$$

where $U$ is the energy per cell, $A$ the cell area and $\varepsilon_{xx}$ the strain along $x$. SI units are used in the formulas. The net layer charge per area is $s$, negative for added electrons, with $|s|=16.02\ \mu\mathrm{C/cm^2}=0.1602\ \mathrm{C/m^2}$.

## A tempting solution

Put the sheet at $z=0$. The background has volume charge density $-s/L$, so Gauss's law in the gap $0<z<L$ reads $\varepsilon_0\,dE/dz=-s/L$. The potential is periodic, so the field averages to zero over the cell. These two conditions give

$$
E(z)=\frac{s}{\varepsilon_0}\left(\frac12-\frac zL\right).
$$

With $t=z/L$, the field energy per area is

$$
u=\frac{\varepsilon_0}{2}\int_0^L E^2\,dz
=\frac{s^2L}{2\varepsilon_0}\int_0^1\left(\frac12-t\right)^2dt
=\frac{s^2L}{24\varepsilon_0},
$$

because the last integral is $1/12$. Numerically,

$$
u=\frac{(0.1602)^2\,(2\times10^{-9})}{24\,(8.854\times10^{-12})}\ \mathrm{J/m^2}=0.242\ \mathrm{J/m^2}.
$$

The cell energy is $U=uA$. An energy per area acts like a surface tension, so $dU/dA=u$, and the background pulls the layer inward with a tension of $+0.242$ N/m.

## Where it fails

The energy $u$ is right. The derivative is wrong, because it treats $u$ as constant while the area changes. The full derivative is

$$
\frac{dU}{dA}=u+A\frac{du}{dA}.
$$

At fixed cell charge $Q=sA$, the density is $s=Q/A$, so $ds/dA=-s/A$. Since $u\propto s^2$,

$$
A\frac{du}{dA}=A\,\frac{2u}{s}\left(-\frac sA\right)=-2u,
\qquad
\frac{dU}{dA}=u-2u=-u.
$$

The tempting answer belongs to a different process, in which charge enters the cell during stretching to keep $s$ constant. The problem fixes the charge, and the sign reverses.

## Thin sheet at fixed charge

It is safer to write the energy in terms of what is held fixed:

$$
U=\frac{Q^2L}{24\varepsilon_0A}.
$$

A strain along $x$ gives $A=A_0(1+\varepsilon_{xx})$, hence $\partial A/\partial\varepsilon_{xx}=A_0$, and at zero strain

$$
N_{xx}=\frac{\partial U}{\partial A}=-\frac{Q^2L}{24\varepsilon_0A^2}
=-\frac{s^2L}{24\varepsilon_0}=-0.242\ \mathrm{N/m}.
$$

The same holds for $N_{yy}$. A shear leaves the area unchanged to first order and gives no stress. The negative sign means compression: the cell lowers its energy by expanding, which dilutes the charge. Dividing by $L$ gives the equivalent three-dimensional stress, $-0.121$ GPa.

Calling all of this spurious requires a reference. The field energy of an isolated infinite charged sheet grows without limit with the distance to its counter-charge. The reference used here is the layer with the open interaction $-|z-z'|/(2\varepsilon_0)$ between unit sheets, with the divergent constant dropped. A thin sheet then has zero reference energy, and the whole of $u$ is due to the periodic cell and its background.

## A layer with structure

Let $\rho(z)$ be the layer charge density averaged over the plane, including nuclei and all electrons but not the background. Its net charge per area is $s$, its dipole about the mid-plane is zero, and its second moment is $q=\int\rho z^2dz$.

The planar average is sufficient because the background has no lateral variation. Lateral harmonics of the layer charge still interact with periodic images, but their potentials decay as $e^{-gz}$. For a hexagonal lattice constant of 0.41 nm, the smallest $g$ is $4\pi/(\sqrt3\times0.41\ \mathrm{nm})=17.7\ \mathrm{nm^{-1}}$, so this coupling is negligible across the gap.

The potential at distance $z$ from a unit sheet with its background obeys $-\varepsilon_0K''=\delta(z)-1/L$. The periodic solution with zero average is

$$
K(z)=\frac1{\varepsilon_0}\left[\frac L{12}-\frac{|z|}2+\frac{z^2}{2L}\right],\qquad |z|\le L.
$$

Its slope vanishes at $z=\pm L/2$, as symmetry and periodicity require, and its average is proportional to $L/12-L/8+L/24=0$. Because the average vanishes, the background drops out of the explicit energy integral, leaving $\frac12\iint\rho(z)\rho(z')K(z-z')\,dz\,dz'$.

The middle term of $K$ is the open reference. Subtracting it leaves the spurious energy per area

$$
D=\frac1{2\varepsilon_0}\left[\frac{s^2L}{12}+\frac1{2L}\iint\rho(z)\rho(z')(z-z')^2dz\,dz'\right].
$$

Expanding the square gives two terms equal to $sq$ and a cross term containing the squared dipole, which is zero. The double integral is therefore $2sq$, and

$$
D=\frac{s^2L}{24\varepsilon_0}+\frac{sq}{2\varepsilon_0L}.
$$

Now hold the charge $Q=sA$ and the second moment $M=qA$ per cell fixed. The cell energy is

$$
DA=\frac1A\left[\frac{Q^2L}{24\varepsilon_0}+\frac{QM}{2\varepsilon_0L}\right].
$$

Both terms vary as $1/A$, so the spurious stress is $N_{xx}=N_{yy}=-D$. Fixed moments are an assumption: in a self-consistent calculation the charge profile also responds to strain and to the background.

## Buckling and neutral atoms

Take a rough buckling $b=0.16$ nm and place half the added charge on each atomic plane, at $z=\pm b/2$. Its second moment is $sb^2/4$, which contributes

$$
-\frac{s^2b^2}{8\varepsilon_0L}
=\left(-\frac{s^2L}{24\varepsilon_0}\right)\frac{3b^2}{L^2}.
$$

The ratio is $3(0.16/2)^2=0.019$, and the extra stress is $-0.005$ N/m. Buckling hardly matters. The added electrons also spread about each plane, which is left out here. Taking that spread from the extra electron of a free Sb anion, about $0.019\ \mathrm{nm^2}$ at the Hartree–Fock level, would change this term to about $-0.018$ N/m.

The neutral atoms matter much more. A spherical neutral atom has no charge or dipole, so shifting it along $z$ does not change its second moment. That moment is $-e\langle z^2\rangle$, where $\langle z^2\rangle$ is summed over the electrons and measured from the nucleus. With two atoms per cell,

$$
q_{\rm at}=-\frac{2e\langle z^2\rangle}{A}.
$$

This has a direct meaning. Let $\phi$ be the potential of the neutral layer, zero in the vacuum on both sides. Integrating by parts twice and using $\phi''=-\rho_{\rm at}/\varepsilon_0$, its cell average is

$$
\bar V=\frac1L\int\phi\,dz=\frac1{2L}\int z^2\phi''dz=-\frac{q_{\rm at}}{2\varepsilon_0L}.
$$

The neutral-atom stress is therefore

$$
-\frac{sq_{\rm at}}{2\varepsilon_0L}=s\bar V.
$$

The positive background runs through the atoms, where the average electrostatic potential is positive. This costs energy, and expansion reduces the cost.

Unrestricted Hartree–Fock for the free Sb atom, with a 28-electron effective core, gives $\langle z^2\rangle=19.765\ \mathrm{bohr^2}=0.0553\ \mathrm{nm^2}$. Going from the def2-TZVP to the def2-QZVP basis changes it by 0.02 percent of the smaller-basis value. The cell area is $0.1456\ \mathrm{nm^2}$, so $q_{\rm at}=-0.760\,e$ and $\bar V=3.44$ V. Then

$$
s\bar V=(-0.1602\ \mathrm{C/m^2})(3.44\ \mathrm V)=-0.55\ \mathrm{N/m}.
$$

This is more than twice the thin-sheet term. It is an estimate from superposed free atoms, without electron correlation, bonding or changes of the atomic moments with strain. A Slater-screening estimate of the omitted core would increase it by about 4 percent, to $-0.57$ N/m. Using the PBE functional lowers the moment by about 1 percent, and bonding in an Sb$_4$ molecule lowers it by about 2 percent.

The three contributions add to about $-0.80$ N/m, uncertain by a few hundredths: including the core and the spread of the added electrons would give about $-0.83$ N/m. The answer for the thin sheet is thus $-0.24$ N/m, but removing that part alone would leave most of the estimated background stress in place.

## Why more vacuum does not cure it

At $L=4$ nm, with the charge profile and density unchanged, the thin-sheet term doubles to $-0.483$ N/m. The neutral-atom term halves to $-0.276$ N/m and the buckling term to $-0.002$ N/m. Their sum is $-0.76$ N/m, close to the value at 2 nm.

This near agreement is not convergence. The magnitude has the form $D=\alpha L+\beta/L$, with $\alpha=s^2/(24\varepsilon_0)$ and $\beta=sq/(2\varepsilon_0)$. Setting $\alpha-\beta/L^2=0$ gives a minimum at

$$
L_*=\sqrt{\frac{\beta}{\alpha}}=\sqrt{\frac{12q}{s}}.
$$

Here $q/s=0.760+0.006=0.766\ \mathrm{nm^2}$, so $L_*\approx3.0$ nm. The two heights lie on opposite sides of the minimum. At larger $L$ the thin-sheet term takes over and the stress grows without limit in this model.

## What the stress would do

For equal strain $\varepsilon$ along both axes, the elastic energy per original area is $(C_{11}+C_{12})\varepsilon^2$. The spurious energy per original area is $D/(1+\varepsilon)^2$, because the cell energy varies as $1/A$. Setting the derivative of their sum to zero gives

$$
(C_{11}+C_{12})\varepsilon=\frac{D}{(1+\varepsilon)^3}.
$$

With a rough $C_{11}+C_{12}=40$ N/m, the thin-sheet term alone gives $\varepsilon\approx0.242/40=0.60$ percent to first order. Minimizing the full expression gives 0.59 percent. With all three terms, the first-order estimate is $0.80/40=2$ percent, a false expansion large enough to distort a study of strain in the channel.

To remove the fixed-moment part of the stress, add $D$ to the calculated $N_{xx}$ and $N_{yy}$, using the second moment of the actual layer. The change that the background makes in the charge profile remains uncorrected. To first order in $D$ it leaves the residual stress $\frac{s}{2\varepsilon_0LA}\,\frac{dM}{d\varepsilon_{xx}}$, set by how the second moment per cell changes with strain. These are two views of one effect and must not be added. The correction also assumes that the background interacts with the nuclei and electrons by Coulomb's law. If a pseudopotential code defines that interaction differently, the neutral-atom term must follow its definition.

## Does the charge stay on the layer?

The background also creates an attractive well for electrons in the vacuum. Integrating the thin-sheet field gives the electron energy relative to the layer:

$$
W(z)=-\frac{e|s|}{2\varepsilon_0}\,z\left(1-\frac zL\right).
$$

At $z=L/2$ its depth is $e|s|L/(8\varepsilon_0)=4.52$ eV. The well is parabolic with curvature $e|s|/(\varepsilon_0L)$, and its zero-point energy is 0.42 eV. The lowest level therefore lies about 4.1 eV below the layer's potential. For a rough work function of 4 eV, this is 0.1 eV below the Fermi level. Placing the charge on the two atomic planes, and measuring the well from them, raises the level by about 0.7 eV, to roughly 0.6 eV above the Fermi level. The sign of the margin thus depends on the layer's thickness as well as on the rough work function, so the model cannot decide whether electrons spill into the gap. If they do, the fixed-profile result no longer applies. A Gaussian spread of 0.05 to 0.15 nm about each plane, with the well measured from the potential averaged over that charge, raises the level further, to between 0.8 and 1.5 eV above the Fermi level. At 4 nm the thin-sheet well is twice as deep. For these same profiles the level lies about 1 eV below the Fermi level at 3 nm and more than 3 eV below it at 4 nm, so electrons would spill there. The comparison of heights above holds only if the charge is kept on the layer.

## Beside a real channel

A density of $10^{14}\ \mathrm{cm^{-2}}$ is high for a transistor; roughly $10^{13}\ \mathrm{cm^{-2}}$ is more usual. At that lower density and $L=2$ nm, the thin-sheet term falls a hundredfold to $-0.002$ N/m, while the neutral-atom term falls tenfold to $-0.06$ N/m. In the example, a single gate holding the whole counter-charge behind silicon dioxide, of relative permittivity about 3.9, would set up a field $|s|/(3.9\,\varepsilon_0)\approx46$ MV/cm in the oxide. That is far above the rough 10 MV/cm that a good film withstands. Electrolyte gating is one way to reach such densities. In either device the counter-charge sits on a gate or in ions, not in a uniform background. The whole $-0.80$ N/m estimated here is then absent, and the stress from the real gate field must be calculated for its own geometry.

The numerical output below lists the main values.

## Computed values

```
Added electron density: 1.0e+14 cm^-2
Net charge magnitude: 16.022 uC/cm^2
Cell height: 2.00 nm
Thin-sheet in-plane stress: -0.2416 N/m
Thin-sheet energy per area: 0.2416 J/m^2
Thin-sheet stress over height: -0.1208 GPa
Thin-sheet stress at fixed density: +0.2416 N/m
Profile test, quadrature: 0.36277 J/m^2
Profile test, formula: 0.36285 J/m^2
Lattice constant (rough): 0.41 nm
Buckling (rough): 0.16 nm
Cell area: 0.1456 nm^2
Added electrons per cell: 0.1456
Sb atom sum of <z^2>, def2-TZVP: 19.761 bohr^2
Sb atom sum of <z^2>, def2-QZVP: 19.765 bohr^2
Basis shift of <z^2>: 0.02 percent
Omitted core <z^2>, Slater estimate: 0.721 bohr^2
Omitted core relative size: 3.6 percent
Mean potential of neutral cell: 3.440 V
Thickness stress: -0.0046 N/m
Neutral-atom stress: -0.551 N/m
Sum of the three stresses: -0.797 N/m
Height for comparison: 4.00 nm
Thin-sheet stress at that height: -0.4832 N/m
Thickness stress at that height: -0.0023 N/m
Neutral-atom stress at that height: -0.276 N/m
C11 + C12 (rough): 40 N/m
False biaxial strain, first order: 0.604 percent
False biaxial strain, minimized: 0.593 percent
Surface field: 90.5 MV/cm
Vacuum-well depth at mid-cell: 4.524 eV
Zero-point energy in well: 0.415 eV
Lowest well level from layer potential: -4.109 eV
Work function (rough): 4.0 eV
Well level minus rough Fermi level: -0.109 eV
```
